**Order of the Hessian predictor-corrector for reaction paths**

The program examines a local quadratic (LQA) predictor followed by Bulirsch–Stoer integration on a distance-weighted surface; $h$ is the step length, $k$ the transverse curvature, $F$ a constant slope, $R$ the valley radius and $z=kh/F$. It asserts that one-step errors on an unsymmetric three-dimensional surface agree with the derived third-derivative formulas within 2%. It also asserts global order two for LQA and for both corrected forms, and order four within 0.5 for the cubic repair at the finest halving. On a circular valley, the extrapolated second-order errors must match a separate deviation equation within 1%; the measured corrected-to-LQA ratio is 0.3563, against the predicted $3\pi/4-2=0.3562$. The cubic repair shows apparent orders falling from 4.92 to 4.35 on the three-dimensional path, so its asymptotic regime is approached slowly. In a valley of constant slope, steady deviations must follow the derived formula within 2% from $z=0.25$ to $z=8$. There the corrected-to-LQA ratio falls from 0.335 to 0.055, and the apparent order of the corrected method drops to 1.06 between $z=4$ and $z=8$.

## Numerical check

```python
"""Order of the Hessian predictor-corrector for steepest-descent paths.
Result under test: a local quadratic (LQA) predictor followed by accurate
Bulirsch-Stoer integration on a two-point distance-weighted surface has global
order 2; its leading error is (3*pi/4 - 2) times that of LQA.  Restoring the
missing cubic term from the two Hessians gives order 4.
Symbols: h step (arc length), g gradient, H Hessian, u path tangent,
R valley radius, B barrier, k transverse curvature, F constant slope,
z = k*h/F stiffness of a step, n = 2*m exponent of the distance weights.
Hartree atomic units; all coordinates carry the same mass.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp

norm = np.linalg.norm
NODES, NODE_WEIGHTS = np.polynomial.legendre.leggauss(20)
TIGHT = 5e-14


def make_surface(expression, symbols):
    """Return a function giving (point, energy, gradient, Hessian)."""
    gradient = [sp.diff(expression, a) for a in symbols]
    hessian = [[sp.diff(b, a) for a in symbols] for b in gradient]
    raw = sp.lambdify(symbols, (expression, gradient, hessian),
                      modules="math", cse=True)

    def surface(x):
        surface.calls += 1
        energy, g, H = raw(*[float(a) for a in x])
        return x.copy(), float(energy), np.array(g, float), np.array(H, float)
    surface.calls = 0
    return surface


def lqa_step(anchor, x, h):
    """Exact steepest descent of length h on the anchor's quadratic surface."""
    xa, _, g, H = anchor
    lam, U = np.linalg.eigh(H)
    gs = U.T @ (g + H @ (x - xa))
    t = h / norm(gs)
    for _ in range(60):
        times = 0.5 * t * (NODES + 1)
        speeds = norm(gs * np.exp(-np.outer(times, lam)), axis=1)
        change = (0.5*t*(NODE_WEIGHTS @ speeds) - h) / norm(gs*np.exp(-lam*t))
        t -= change
        if abs(change) < 1e-14 * t:
            break
    assert abs(change) < 1e-10 * t
    small = np.abs(lam * t) < 1e-12
    safe = np.where(small, 1.0, lam)
    phi = np.where(small, t, -np.expm1(-safe * t) / safe)
    return x - U @ (gs * phi)


def interpolated(x, first, second, m=1):
    """Energy, gradient and first weight of the distance-weighted surface."""
    xa, Ea, ga, Ha = first
    xb, Eb, gb, Hb = second
    da, db = x - xa, x - xb
    Hda, Hdb = Ha @ da, Hb @ db
    Ta = Ea + ga @ da + 0.5 * (da @ Hda)
    Tb = Eb + gb @ db + 0.5 * (db @ Hdb)
    ra, rb = da @ da, db @ db
    A, D = ra**m, rb**m
    wa = D / (A + D)
    grad_wa = 2*m*(A * rb**(m-1) * db - D * ra**(m-1) * da) / (A + D)**2
    grad = wa*(ga + Hda) + (1 - wa)*(gb + Hdb) + grad_wa*(Ta - Tb)
    return wa*Ta + (1 - wa)*Tb, grad, wa


def direction_field(first, second, m=1, cubic=False):
    chord = second[0] - first[0]
    length = norm(chord)
    u = chord / length
    third = (second[3] - first[3]) @ u / length

    def field(x):
        _, g, wa = interpolated(x, first, second, m)
        if cubic:
            a, b = (x - first[0]) @ u, (x - second[0]) @ u
            g = g + 0.5 * third * (wa*a*a + (1 - wa)*b*b)
        return -g / np.sqrt(g @ g)
    return field


def modified_midpoint(field, x, h, n):
    d = h / n
    previous, current = x, x + d * field(x)
    for _ in range(n - 1):
        previous, current = current, previous + 2*d*field(current)
    return 0.5 * (previous + current + d*field(current))


def bulirsch_stoer(field, x, h, tol=1e-12, depth=0):
    """Even-power extrapolation of the displacement from x.
    Two neighbours in the table must agree; otherwise the step is halved."""
    def shifted(d):
        return field(x + d)
    origin = np.zeros_like(x)
    old = []
    for j in range(1, 10):
        new = [modified_midpoint(shifted, origin, h, 2*j)]
        for i in range(1, j):
            factor = (j / (j - i))**2 - 1
            new.append(new[-1] + (new[-1] - old[i-1]) / factor)
        if (j > 2 and norm(new[-1] - old[-1]) < tol
                and norm(new[-1] - new[-2]) < tol):
            return x + new[-1]
        old = new
    assert depth < 8, "extrapolation did not converge"
    middle = bulirsch_stoer(field, x, h/2, tol, depth + 1)
    return bulirsch_stoer(field, middle, h/2, tol, depth + 1)


def follow(surface, x, h, steps, method, m=1, tol=1e-12):
    """All path points, the start included."""
    anchor = surface(x)
    points = [x]
    for _ in range(steps):
        predicted = lqa_step(anchor, x, h)
        new = surface(predicted)
        if method == "LQA":
            x, anchor = predicted, new
        else:
            field = direction_field(anchor, new, m, method == "cubic")
            x = bulirsch_stoer(field, x, h, tol)
            anchor = surface(x) if method == "HPC" else new
        points.append(x)
    return np.array(points)


def third_along(surface, x, u, eps=1e-4):
    """Third-derivative tensor contracted twice with u."""
    return (surface(x + eps*u)[3] - surface(x - eps*u)[3]) @ u / (2*eps)


def error_profile(t, m):
    A, D = t**(2*m), (1 - t)**(2*m)
    return (D*t*t + A*(1 - t)**2) / (A + D)


# Error constants of the interpolated surface
c2 = np.pi/4 - 2/3
c2_numeric = quad(error_profile, 0, 1, args=(1,))[0]
c4 = quad(error_profile, 0, 1, args=(2,))[0]
bound = quad(lambda t: min(t*t, (1-t)**2), 0, 1, points=[0.5])[0]
assert abs(c2 - c2_numeric) < 1e-10
assert bound < c4 < c2 and abs(bound - 1/12) < 1e-10

# Local errors on an unsymmetric three-dimensional surface
X, Y, Z = sp.symbols("x y z", real=True)
generic = make_surface(X/2 + sp.sin(X + 2*Y)/5 + 3*Y**2/10 + Z**2/4
                       + 3*X*Y*Z/20 + X*sp.cos(Y - Z)/10, (X, Y, Z))
x3 = np.array([0.2, 0.3, -0.4])
g3 = generic(x3)[2]
u3 = -g3 / norm(g3)
t3 = third_along(generic, x3, u3)
normal3 = (t3 - u3*(u3 @ t3)) / norm(g3)


def exact_direction(s, x):
    g = generic(x)[2]
    return -g / norm(g)


def exact_advance(x, h):
    return solve_ivp(exact_direction, (0, h), x, method="DOP853",
                     rtol=1e-13, atol=1e-14).y[:, -1]


def scaled_local_error(method, m, h):
    return (follow(generic, x3, h, 1, method, m)[-1]
            - exact_advance(x3, h)) / h**3


local_rows = []
for label, method, m, constant in (("LQA", "LQA", 1, 1/6),
                                   ("HPC n=2", "HPC", 1, c2/2),
                                   ("HPC n=4", "HPC", 2, c4/2)):
    measured = (2*scaled_local_error(method, m, 0.02)
                - scaled_local_error(method, m, 0.04))
    expected = constant * normal3
    assert norm(measured - expected) < 0.02 * norm(expected), label
    local_rows.append((label, norm(measured), norm(expected)))

# Global orders on the same surface, from errors at eight common points
methods = ("LQA", "HPC", "recycled", "cubic")
length3 = 1.6
reference = [x3]
for _ in range(8):
    reference.append(exact_advance(reference[-1], length3/8))
reference = np.array(reference[1:])
counts3 = [8, 16, 32, 64]
rms3 = {}
for name in methods:
    rms3[name] = []
    for N in counts3:
        path = follow(generic, x3, length3/N, N, name, tol=TIGHT)
        errors = path[N//8::N//8] - reference
        rms3[name].append(np.sqrt(np.mean(np.sum(errors**2, axis=1))))
    rms3[name] = np.array(rms3[name])
order3 = {a: np.log2(rms3[a][:-1] / rms3[a][1:]) for a in methods}
for name in ("LQA", "HPC", "recycled"):
    assert abs(order3[name][-1] - 2) < 0.2, (name, order3[name])
assert abs(order3["cubic"][-1] - 4) < 0.5, (order3["cubic"], rms3["cubic"])

# Curved valley whose exact path is a circle
R, B, k = 2.0, 0.1, 0.2
theta0, theta1 = 0.3, 1.2
path_length = R * (theta1 - theta0)
radius = sp.sqrt(X**2 + Y**2)
valley = make_surface(B/2*(X**2 - Y**2)/(X**2 + Y**2)
                      + k/2*(radius - R)**2, (X, Y))


def on_circle(theta):
    return R * np.array([np.cos(theta), np.sin(theta)])


def slope(theta):
    return B * np.sin(2*theta) / R


def third_normal(theta):
    return k/R + 4*B*np.cos(2*theta)/R**3


for theta in (0.3, 0.7, 1.2):
    tangent = np.array([-np.sin(theta), np.cos(theta)])
    outward = np.array([np.cos(theta), np.sin(theta)])
    g = valley(on_circle(theta))[2]
    assert norm(g + slope(theta)*tangent) < 1e-13
    numeric = outward @ third_along(valley, on_circle(theta), tangent)
    assert abs(numeric - third_normal(theta)) < 1e-6

# Interpolated gradient and the extrapolating integrator
start = on_circle(theta0)
first = valley(start)
second = valley(lqa_step(first, start, 0.2))
probe = 0.6*first[0] + 0.4*second[0] + np.array([0.02, -0.01])
for m in (1, 2):
    numeric = [(interpolated(probe + d, first, second, m)[0]
                - interpolated(probe - d, first, second, m)[0]) / 2e-5
               for d in 1e-5*np.eye(2)]
    assert norm(numeric - interpolated(probe, first, second, m)[1]) < 1e-8
field = direction_field(first, second)
bs_end = bulirsch_stoer(field, start, 0.2)
ode_end = solve_ivp(lambda s, x: field(x), (0, 0.2), start, method="DOP853",
                    rtol=1e-13, atol=1e-14).y[:, -1]
bs_difference = norm(bs_end - ode_end)
assert bs_difference < 1e-10
mid = [modified_midpoint(field, start, 0.2, n) for n in (16, 32, 64)]
raw_ratio = norm(mid[1] - ode_end) / norm(mid[2] - ode_end)
extrapolated = [(4*mid[i+1] - mid[i])/3 for i in (0, 1)]
extra_ratio = norm(extrapolated[0]-ode_end) / norm(extrapolated[1]-ode_end)
assert abs(raw_ratio - 4) < 0.4 and abs(extra_ratio - 16) < 3

# Global errors on the circle
step_counts = [9 * 2**j for j in range(5)]
steps_h = np.array([path_length / N for N in step_counts])
deviation = {name: [] for name in methods}
position = {name: [] for name in methods}
calls = {}
for name in methods:
    for N, h in zip(step_counts, steps_h):
        before = valley.calls
        end = follow(valley, start, h, N, name, tol=TIGHT)[-1]
        calls[name] = valley.calls - before
        deviation[name].append(norm(end) - R)
        position[name].append(norm(end - on_circle(theta1)))
    deviation[name] = np.array(deviation[name])
    position[name] = np.array(position[name])
order = {a: np.log2(np.abs(deviation[a][:-1]/deviation[a][1:]))
         for a in methods}
position_order = {a: np.log2(position[a][-2]/position[a][-1]) for a in methods}
for name in ("LQA", "HPC", "recycled"):
    assert abs(order[name][-1] - 2) < 0.15, name
    assert abs(position_order[name] - 2) < 0.15, name
assert abs(deviation["cubic"][-1]) < 0.01 * abs(deviation["recycled"][-1])
assert position["cubic"][-1] < 0.01 * position["recycled"][-1]


def deviation_equation(s, e):
    theta = theta0 + s/R
    return (-k*e + third_normal(theta)) / slope(theta)


response = solve_ivp(deviation_equation, (0, path_length), [0.0],
                     method="DOP853", rtol=1e-11, atol=1e-13).y[0, -1]
scaled = {a: deviation[a]/steps_h**2 for a in methods}
lqa_limit = 2*scaled["LQA"][-1] - scaled["LQA"][-2]
hpc_limit = (4*scaled["HPC"][-1] - scaled["HPC"][-2]) / 3
assert abs(lqa_limit/(response/6) - 1) < 0.01
assert abs(hpc_limit/(response*c2/2) - 1) < 0.01
assert abs(scaled["recycled"][-1]/(response*c2/2) - 1) < 0.03

# Steady deviation in a valley of constant slope, from mild to stiff steps
R_s, k_s, F_s = 20.0, 0.4, 0.002
uniform = make_surface(-F_s*R_s*sp.atan2(Y, X) + k_s/2*(radius - R_s)**2,
                       (X, Y))
uniform_start = np.array([R_s, 0.0])
steady_rows = []
for z in (0.25, 0.5, 4.0, 8.0):
    h = z * F_s / k_s
    row = [z, h]
    for name in ("LQA", "HPC"):
        end = follow(uniform, uniform_start, h, int(np.ceil(30/z)), name)[-1]
        measured = norm(end) - R_s
        integral = quad(lambda t: np.exp(-z*(1-t)) * (
            t*t if name == "LQA" else error_profile(t, 1)), 0, 1)[0]
        expected = z*h*h/(2*R_s) * integral / (-np.expm1(-z))
        assert abs(measured/expected - 1) < 0.02, (name, z)
        row += [measured, expected]
    steady_rows.append(row)
mild_order = np.log2(steady_rows[1][4] / steady_rows[0][4])
stiff_order = np.log2(steady_rows[3][4] / steady_rows[2][4])
stiff_order_lqa = np.log2(steady_rows[3][2] / steady_rows[2][2])
assert stiff_order < mild_order

# The repair is almost exact here: the valley is cubic to first order in 1/R
z_repair, h_repair = steady_rows[2][:2]
end = follow(uniform, uniform_start, h_repair, 8, "cubic")[-1]
repair_residual = norm(end) - R_s
assert abs(repair_residual) < 0.01 * steady_rows[2][4]

# Output
print(f"error integral c, n=2: {c2:.6f}; n=4: {c4:.6f}; bound: {bound:.6f}")
print(f"predicted HPC/LQA error ratio 3*pi/4-2: {3*c2:.6f}")
print("local error/h^3 on 3D surface (bohr^-2): measured, predicted")
for label, measured, expected in local_rows:
    print(f"  {label}: {measured:.6f}, {expected:.6f}")
print(f"3D path, length {length3} bohr, rms position error (bohr): "
      "h, LQA, HPC, recycled HPC, cubic repair")
for i, N in enumerate(counts3):
    print(f"  {length3/N:.4f} "
          + " ".join(f"{rms3[a][i]:.4e}" for a in methods))
print("3D orders from successive halvings, same columns")
for i in range(len(counts3) - 1):
    print(f"  {length3/counts3[i]:.4f}->{length3/counts3[i+1]:.4f} "
          + " ".join(f"{order3[a][i]:.3f}" for a in methods))
print(f"valley: R={R} bohr, B={B} hartree, k={k} hartree/bohr^2")
print(f"theta {theta0} to {theta1} rad; path length {path_length:.3f} bohr")
print(f"slope at start, middle, end (hartree/bohr): {slope(theta0):.5f}, "
      f"{slope((theta0+theta1)/2):.5f}, {slope(theta1):.5f}")
print(f"Bulirsch-Stoer minus ODE solver, h=0.2: {bs_difference:.1e} bohr")
print(f"midpoint error ratio on halving: {raw_ratio:.3f}; "
      f"after one extrapolation: {extra_ratio:.3f}")
print("circle, end deviation r-R (bohr): h, then same columns")
for i, h in enumerate(steps_h):
    print(f"  {h:.4f} " + " ".join(f"{deviation[a][i]: .4e}" for a in methods))
print("circle, apparent order of |r-R| from successive halvings")
for i in range(len(steps_h) - 1):
    print(f"  {steps_h[i]:.4f}->{steps_h[i+1]:.4f} "
          + " ".join(f"{order[a][i]:.3f}" for a in methods))
print("circle, position error at h=0.0125 (bohr): "
      + " ".join(f"{position[a][-1]:.3e}" for a in methods))
print("circle, position order, finest halving: "
      + " ".join(f"{position_order[a]:.3f}" for a in methods))
print(f"surface evaluations for {step_counts[-1]} steps: "
      + " ".join(str(calls[a]) for a in methods))
print(f"LQA deviation/h^2 limit (1/bohr): measured {lqa_limit:.6f}, "
      f"predicted {response/6:.6f}")
print(f"HPC deviation/h^2 limit (1/bohr): measured {hpc_limit:.6f}, "
      f"predicted {response*c2/2:.6f}")
print(f"measured limiting HPC/LQA ratio: {hpc_limit/lqa_limit:.5f}")
pm = physical_constants["Bohr radius"][0] * 1e12
print(f"at h=0.1 bohr: LQA {deviation['LQA'][1]*pm:.5f} pm, "
      f"HPC {deviation['HPC'][1]*pm:.5f} pm")
print(f"uniform valley: R={R_s} bohr, k={k_s} hartree/bohr^2, "
      f"F={F_s} hartree/bohr")
print("steady deviation (bohr): z, h, LQA, theory, HPC, theory, HPC/LQA")
for z, h, lqa, lqa_th, hpc, hpc_th in steady_rows:
    print(f"  {z:.2f} {h:.5f} {lqa:.4e} {lqa_th:.4e} "
          f"{hpc:.4e} {hpc_th:.4e} {hpc/lqa:.4f}")
print(f"apparent HPC order, z 0.25-0.5: {mild_order:.3f}; "
      f"z 4-8: {stiff_order:.3f}")
print(f"apparent LQA order, z 4-8: {stiff_order_lqa:.3f}")
print(f"cubic repair, uniform valley, z={z_repair:.0f}: "
      f"deviation {repair_residual:.1e} bohr")
print("PASS")
```

It prints:

```
error integral c, n=2: 0.118731; n=4: 0.094699; bound: 0.083333
predicted HPC/LQA error ratio 3*pi/4-2: 0.356194
local error/h^3 on 3D surface (bohr^-2): measured, predicted
  LQA: 0.127721, 0.127747
  HPC n=2: 0.045532, 0.045503
  HPC n=4: 0.036313, 0.036293
3D path, length 1.6 bohr, rms position error (bohr): h, LQA, HPC, recycled HPC, cubic repair
  0.2000 3.3264e-03 1.1051e-03 1.1076e-03 6.5742e-06
  0.1000 8.0591e-04 2.7749e-04 2.7775e-04 2.1716e-07
  0.0500 1.9826e-04 6.9446e-05 6.9465e-05 8.5013e-09
  0.0250 4.9163e-05 1.7366e-05 1.7367e-05 4.1626e-10
3D orders from successive halvings, same columns
  0.2000->0.1000 2.045 1.994 1.996 4.920
  0.1000->0.0500 2.023 1.998 1.999 4.675
  0.0500->0.0250 2.012 2.000 2.000 4.352
valley: R=2.0 bohr, B=0.1 hartree, k=0.2 hartree/bohr^2
theta 0.3 to 1.2 rad; path length 1.800 bohr
slope at start, middle, end (hartree/bohr): 0.02823, 0.04987, 0.03377
Bulirsch-Stoer minus ODE solver, h=0.2: 1.5e-14 bohr
midpoint error ratio on halving: 3.997; after one extrapolation: 15.849
circle, end deviation r-R (bohr): h, then same columns
  0.2000  3.3039e-03  8.0020e-04  8.1292e-04 -9.6236e-06
  0.1000  7.0500e-04  2.0794e-04  2.0880e-04 -3.6799e-07
  0.0500  1.6169e-04  5.2471e-05  5.2528e-05 -1.3327e-08
  0.0250  3.8659e-05  1.3148e-05  1.3151e-05 -4.8834e-10
  0.0125  9.4483e-06  3.2888e-06  3.2890e-06 -1.9291e-11
circle, apparent order of |r-R| from successive halvings
  0.2000->0.1000 2.229 1.944 1.961 4.709
  0.1000->0.0500 2.124 1.987 1.991 4.787
  0.0500->0.0250 2.064 1.997 1.998 4.770
  0.0250->0.0125 2.033 1.999 1.999 4.662
circle, position error at h=0.0125 (bohr): 1.493e-05 5.263e-06 5.263e-06 2.229e-11
circle, position order, finest halving: 2.015 2.000 2.000 4.550
surface evaluations for 144 steps: 145 289 145 145
LQA deviation/h^2 limit (1/bohr): measured 0.059084, predicted 0.059103
HPC deviation/h^2 limit (1/bohr): measured 0.021052, predicted 0.021052
measured limiting HPC/LQA ratio: 0.35631
at h=0.1 bohr: LQA 0.03731 pm, HPC 0.01100 pm
uniform valley: R=20.0 bohr, k=0.4 hartree/bohr^2, F=0.002 hartree/bohr
steady deviation (bohr): z, h, LQA, theory, HPC, theory, HPC/LQA
  0.25 0.00125 1.3841e-08 1.3841e-08 4.6303e-09 4.6303e-09 0.3345
  0.50 0.00250 5.8675e-08 5.8675e-08 1.8430e-08 1.8431e-08 0.3141
  4.00 0.02000 6.3433e-06 6.3433e-06 8.3309e-07 8.3309e-07 0.1313
  8.00 0.04000 3.1260e-05 3.1260e-05 1.7329e-06 1.7329e-06 0.0554
apparent HPC order, z 0.25-0.5: 1.993; z 4-8: 1.057
apparent LQA order, z 4-8: 2.301
cubic repair, uniform valley, z=4: deviation 8.1e-13 bohr
PASS
```
